\section*{Shot noise of sequential tunnelling through one singly occupied trap}

\section{What is being counted}

Q: Leakage through an insulating film is a stream of rare tunnelling events. Rare events are Poissonian. Why should a single trap be any different?

A: Rarity is not enough; the events must also be independent. Suppose all the current passes through one trap that can hold at most one electron. After an electron has left for the anode, the next cannot leave until the trap has been refilled. Each emission therefore affects the chance of another one soon afterwards.

Let $a$ be the total rate at which an empty trap is filled from the cathode, and $b$ the rate at which a full trap is emptied into the anode. I assume that both are constant and memoryless: the chance of a transfer in the next short time $dt$ is $a\,dt$ or $b\,dt$, however long the trap has waited. I also assume high bias, meaning that the reverse transfers are negligible. The probability $p(t)$ that the trap is full then obeys
\begin{equation}
\frac{dp}{dt}=a(1-p)-bp=a-kp,\qquad k=a+b .
\end{equation}
In the steady state $p=a/k$, so the mean emission rate and the magnitude of the mean current are
\begin{equation}
J=b\,\frac{a}{k}=\frac{ab}{a+b},\qquad I=eJ,
\end{equation}
with $e$ the positive elementary charge.

Q: Factors of two in noise formulas depend on convention. Which one do you use?

A: The one-sided spectral density. With $\delta I=I(t)-\langle I\rangle$, its zero-frequency value is
\begin{equation}
S(0)=2\int_{-\infty}^{\infty}\langle\delta I(\tau)\,\delta I(0)\rangle\,d\tau
=2e^2\int_{-\infty}^{\infty}C(\tau)\,d\tau ,
\end{equation}
where $C$ is the correlation function of the fluctuations in the event rate. For independent events there is only the correlation of each event with itself. A short bin $\Delta t$ contains one event with probability $J\Delta t$ and otherwise none, to first order, so its count has variance $J\Delta t$. This corresponds to $C(\tau)=J\delta(\tau)$ and gives $S(0)=2e^2J=2eI$, the Poisson value. The Fano factor is the ratio $F=S(0)/(2eI)$.

\section{The missing emissions}

Q: Then show me how refilling changes $C$.

A: Start the clock just after an emission, when the trap is certainly empty. The master equation with $p(0)=0$ has the solution
\begin{equation}
p(\tau)=\frac{a}{k}\left(1-e^{-k\tau}\right),
\end{equation}
since its derivative is $ae^{-k\tau}$, which equals $a-kp$. The emission rate at delay $\tau$, given an emission at zero, is therefore
\begin{equation}
b\,p(\tau)=J\left(1-e^{-k\tau}\right).
\end{equation}
It starts from zero and recovers to $J$ in a time of order $1/k$.

The joint rate density for emissions at $0$ and at $\tau>0$ is $J$ times this conditional rate. Subtracting the uncorrelated product $J^2$ leaves
\begin{equation}
J^2\left(1-e^{-k\tau}\right)-J^2=-J^2e^{-k\tau}.
\end{equation}
In a stationary process $C(-\tau)=C(\tau)$. Restoring the self-correlation gives
\begin{equation}
C(\tau)=J\delta(\tau)-J^2e^{-k|\tau|}.
\end{equation}
The negative term describes the emissions that are missing while the trap is being refilled.

Q: And its integral?

A: The exponential contributes equally on both sides of zero, so its integral is $2/k$. Hence
\begin{align}
S(0)&=2e^2\left(J-\frac{2J^2}{k}\right)
=2eI\left(1-\frac{2J}{k}\right),\\
F&=1-\frac{2ab}{(a+b)^2}=\frac{a^2+b^2}{(a+b)^2}.
\label{fano}
\end{align}
The second line uses $J/k=ab/(a+b)^2$ and then $(a+b)^2-2ab=a^2+b^2$.

Q: How low can this go?

A: Write $a^2+b^2=\tfrac12(a+b)^2+\tfrac12(a-b)^2$. Then
\begin{equation}
F=\frac12+\frac12\left(\frac{a-b}{a+b}\right)^2 .
\label{min}
\end{equation}
The square vanishes only for $a=b$, where $F=1/2$: the shot noise is half the Poisson value. If one rate is much smaller than the other, $F$ approaches one. For $a\gg b$, for instance, $F\simeq1-2b/a$. The refilling gap is then short compared with the wait for emission, and suppresses few events. For $a/b=2$, 10 and 100, $F$ is 0.556, 0.835 and 0.980.

\section{Objections to the derivation}

Q: You counted emissions into the anode. An ammeter also responds to charge moving inside the film. Have you calculated the wrong current?

A: At finite frequency the distinction matters; at zero frequency it does not. Let $N_c$ and $N_a$ be the numbers of fillings and emptyings in a time $t$. If a filling induces a fraction $\alpha$ of an electron charge in the external circuit, an emptying induces the remaining $1-\alpha$. The charge that has passed, in units of $e$, is
\begin{equation}
\alpha N_c+(1-\alpha)N_a=N_a+\alpha D,\qquad D=N_c-N_a .
\end{equation}
The difference $D$ is the change in trap occupation, so it can be only $-1$, 0 or 1, and its variance is at most one. The variance of the sum is
\begin{equation}
\operatorname{Var}N_a+2\alpha\operatorname{Cov}(N_a,D)+\alpha^2\operatorname{Var}D .
\end{equation}
By the Cauchy--Schwarz inequality, the covariance is at most $\sqrt{\operatorname{Var}N_a}$ in magnitude, which grows as $\sqrt t$. After division by $t$, both extra terms vanish at long times.

Q: That assumes that the variance of a count has something to do with $S(0)$.

A: It does. Integrate the correlation function over two times in the same window. A delay $\tau$ occurs over a length $t-|\tau|$ of starting times, so for $N=N_a$
\begin{align}
\operatorname{Var}N&=\int_{-t}^{t}(t-|\tau|)C(\tau)\,d\tau\notag\\
&=Jt-2J^2\int_0^t(t-\tau)e^{-k\tau}\,d\tau\notag\\
&=Jt-2J^2\left[\frac tk-\frac{1-e^{-kt}}{k^2}\right].
\label{var}
\end{align}
The last step is an integration by parts: the boundary term is $t/k$, and the remaining integral is $-k^{-1}\int_0^te^{-k\tau}d\tau$. Dividing by the mean $Jt$ gives
\begin{equation}
\frac{\operatorname{Var}N}{\langle N\rangle}
=F+\frac{2J}{k^2t}\left(1-e^{-kt}\right).
\label{window}
\end{equation}
For $kt\gg1$ this tends to $F$. For $kt\ll1$ it tends to $F+2J/k=1$: a very short window rarely contains two events and cannot reveal their spacing. ``Zero frequency'' thus means an angular frequency far below $k$.

Q: Can I get the same answer without correlation functions?

A: Follow one complete cycle. It consists of a wait to fill and a wait to empty, which are independent and exponentially distributed. The first has mean $1/a$ and mean square $\int_0^\infty t^2ae^{-at}dt=2/a^2$, hence variance $1/a^2$. The second is analogous. The cycle time has
\begin{equation}
\mu=\frac1a+\frac1b,\qquad \sigma^2=\frac1{a^2}+\frac1{b^2}.
\end{equation}
Over many cycles, the time taken by $n$ events fluctuates by $\sigma\sqrt n$. Since one event takes $\mu$ on average, the number in a fixed long time fluctuates by $\sigma\sqrt n/\mu$. Its variance divided by its mean $n$ is
\begin{equation}
\frac{\sigma^2}{\mu^2}
=\frac{1/a^2+1/b^2}{(1/a+1/b)^2}
=\frac{a^2+b^2}{(a+b)^2},
\end{equation}
after numerator and denominator are multiplied by $a^2b^2$. A sum of two comparable independent waits has a smaller relative spread than either wait alone. That is the regularity seen in the noise.

A numerical test with $a=1.0$ and $b=2.5\ \mathrm{s^{-1}}$ propagated the whole distribution of counts. At long times, the growth of the variance divided by that of the mean was 0.591837, which agrees with $7.25/12.25$ from \eqref{fano}.

Q: Electrons have spin. Does ``equal rates'' mean equal rates per spin?

A: No. If an empty trap accepts either spin at rate $\gamma$, then $a=2\gamma$. Once occupied by one electron, it empties at rate $b$. Setting $\gamma=b$ gives $F=(4+1)/9=5/9$. The value $1/2$ requires $2\gamma=b$.

\section{A trap in a thin ferroelectric capacitor}

Q: Where could the two rates be equal in a hafnia memory capacitor?

A: Take a film of thickness $d=6$ nm between metallic nitride electrodes, at a field $\mathcal E=2$ MV/cm and 300 K. The voltage is $0.2\ \mathrm{V/nm}\times6\ \mathrm{nm}=1.2$ V. Polarization switching is taken to have ended, so its displacement current is absent. Rough model values are an electrode barrier of 2.0 eV, a trap depth $E_t=1.7$ eV below the local conduction band, a tunnelling mass $m$ of 0.20 electron masses, and an attempt rate $\nu=10^{13}\ \mathrm{s^{-1}}$.

For elastic tunnelling at the trap energy, the barrier rises from $E_t$ at the trap to $E_t+e\mathcal Ex$ at the cathode, a distance $x$ away. The WKB exponent is twice the integral of $\sqrt{2m\phi}/\hbar$ over distance. Because the barrier height $\phi$ is linear, distance can be replaced by $d\phi/(e\mathcal E)$:
\begin{align}
G_c&=\frac{2\sqrt{2m}}{\hbar e\mathcal E}
\int_{E_t}^{E_t+e\mathcal Ex}\sqrt\phi\,d\phi\notag\\
&=\frac{4\sqrt{2m}}{3\hbar e\mathcal E}
\left[(E_t+e\mathcal Ex)^{3/2}-E_t^{3/2}\right].
\end{align}
Towards the anode the barrier falls, and in the same way
\begin{equation}
G_a=\frac{4\sqrt{2m}}{3\hbar e\mathcal E}
\left[E_t^{3/2}-\{E_t-e\mathcal E(d-x)\}^{3/2}\right].
\end{equation}
The brace is positive here. The rates are $a=2\nu e^{-G_c}$, including spin, and $b=\nu e^{-G_a}$. They are equal when $G_c-G_a=\ln2$.

This occurs at $x=2.79$ nm, with $G_c=17.944$ and $G_a=17.251$. Both rates are $3.22\times10^5\ \mathrm{s^{-1}}$, so $J=a/2=1.61\times10^5\ \mathrm{s^{-1}}$ and $I=25.8$ fA. The noise is $S(0)=4.13\times10^{-33}\ \mathrm{A^2/Hz}$, against a Poisson value of $8.27\times10^{-33}\ \mathrm{A^2/Hz}$.

The relaxation time $1/k$ is 1.55 $\mu$s. In 1 ms the mean count is 161.0 and its variance is 80.6. The variance exceeds half the mean by about $1/8$, as \eqref{window} requires: for $J=k/4$ and $kt\gg1$, the extra variance is $2J^2/k^2=1/8$.

Q: Is the bias really high enough?

A: The trap level lies $2.0-1.7-0.2\times2.786=-0.257$ eV relative to the cathode Fermi level, and 0.943 eV above that of the anode. With reverse transfers included, $F$ is 0.50001 at 300 K and 0.50006 at 358 K. Near zero voltage the approximation fails completely: the mean current vanishes while thermal transfers still produce noise, so $F$ diverges.

Q: You have also forbidden a second electron.

A: That requires a charging energy. With 0.5 eV, a rough choice, a calculation allowing double occupation gives $F=0.5002$. With no charging energy it gives 0.5556. The latter value is easily understood: the two spins become independent channels, each filled at $a/2=b/2$ and emptied at $b$. Equation \eqref{fano} gives $F=(1/4+1)/(3/2)^2=5/9$ for each. Adding two independent channels doubles both current and noise, leaving $F$ unchanged.

\section{How fragile is the factor of one half?}

Q: Equality at 2.79 nm looks like fine tuning. What if the trap sits elsewhere?

A: Then the suppression weakens quickly. With all other parameters fixed, a shift of 0.1 nm in either direction gives $F\simeq0.64$, and a shift of 0.3 nm gives 0.94. Equation \eqref{min} can be written
\begin{equation}
F=\tfrac12\left(1+\tanh^2u\right),\qquad u=\tfrac12\ln(b/a),
\end{equation}
because $(b-a)/(b+a)=\tanh u$. The rates depend exponentially on position, so a small displacement changes $u$ appreciably. For the 0.1 nm shift, $F=0.637$ corresponds to a rate ratio of about 3.2.

A 10\% change in the field in the film, up or down, has a milder effect at fixed trap position: $F=0.514$. Incompletely screened polarization can cause larger changes. After switching, the polarization points along the applied field, and incomplete screening then lowers the field in the film below the voltage divided by the thickness. A field lower by 25\% gives $F\simeq0.58$.

Q: A real film has many traps. Does the average return to one?

A: Not in this model. For independent traps, currents and noise powers add, so the total $F$ is the average weighted by current. Consider an idealized uniform distribution of positions, with $a=\Gamma e^{-u}$, $b=\Gamma e^u$ and $u$ linear in position. Each current is proportional to
\begin{equation}
\frac{ab}{a+b}=\frac{\Gamma}{2\cosh u},
\end{equation}
and $F=1-\tfrac12\operatorname{sech}^2u$. If the range of $u$ is wide enough to be extended to infinity, then
\begin{equation}
\bar F=1-\frac12\,
\frac{\int_{-\infty}^{\infty}\operatorname{sech}^3u\,du}
{\int_{-\infty}^{\infty}\operatorname{sech}u\,du}.
\end{equation}
Set $\sinh u=\tan\theta$. Then $\operatorname{sech}u=\cos\theta$ and $du=d\theta/\cos\theta$, with $\theta$ running from $-\pi/2$ to $\pi/2$. The lower integral is $\int d\theta=\pi$ and the upper one is $\int\cos^2\theta\,d\theta=\pi/2$. Thus
\begin{equation}
\bar F=1-\frac12\cdot\frac12=\frac34 .
\end{equation}
Traps far from balance are nearly Poissonian, but they carry little current. For the actual tilted barrier, with traps spread uniformly from 0.5 to 5.5 nm, the calculation at 300 K gives 0.76.

Q: Defects in oxides distort the lattice when they trap charge. Your elastic rates ignore that.

A: This is the largest correction to the rates among those calculated. To estimate it, let an electron tunnel at an energy different from the trap level, with the lattice supplying or taking up the difference. In a classical Gaussian model with relaxation energy 1.0 eV, filling favours electron energies 1.0 eV above the level, and emptying favours energies 1.0 eV below it. At the original position and 300 K, $a$ falls to $7.0\times10^2$ and $b$ to $2.17\times10^3\ \mathrm{s^{-1}}$. Their inequality raises $F$ to 0.630. The classical lattice is itself a rough approximation at 300 K, where typical oxide phonon energies exceed the thermal energy. With a single quantum phonon mode of 30 to 70 meV and the same relaxation energy, $a$ is instead about $0.9\times10^3$ to $2.2\times10^3\ \mathrm{s^{-1}}$, $b$ is about $2.3\times10^3$ to $3.1\times10^3\ \mathrm{s^{-1}}$, and $F$ lies between 0.60 and 0.51. The numbers below keep the classical lattice unless stated otherwise.

Balance is restored at $x=2.65$ nm, where $F$ is again 0.500 to three digits, with backflow included. The noise formula survives because it needs two memoryless, one-way steps, whatever sets their rates. It also needs a second electron to remain excluded, which I have assumed here. If the lattice responds in proportion to the trapped charge, relaxation lowers the net cost of adding that electron by twice the relaxation energy, here 2.0 eV. A net cost of 0.5 eV keeps $F$ at 0.500, but requires a bare repulsion of 2.5 eV. A bare repulsion of only 0.5 eV would let the second electron in and nearly block the current. Even with single occupancy, the current is only 0.080 fA, about 320 times smaller than in the elastic example.

Q: Then could direct tunnelling past the trap matter?

A: It can, if lattice relaxation makes the trap current small enough. For a capacitor 100 nm on a side, with free-electron electrodes, a WKB estimate with unit prefactor gives a direct current of 0.141 fA. Its transmission is small, so I treat it as Poissonian and independent of the trap. Beside the elastic trap current it raises $F$ only to 0.503. Beside the relaxed trap current it dominates, and the total becomes
\begin{equation}
F=\frac{0.500\times0.0803+0.1406}{0.0803+0.1406}\simeq0.82 .
\end{equation}
The digits depend on the tunnelling model. Matching the electron waves at the electrodes and conserving transverse momentum, with an electrode Fermi energy of 5 eV and the same film mass in every direction, gives a direct current of about 0.10 fA and $F\simeq0.78$. In either estimate, half-Poisson noise in this relaxed trap does not mean half-Poisson noise at the terminals. The outcome also depends on the trap model. With the quantum phonon modes above, the balanced trap current is 0.10 to 0.20 fA and the total $F$ lies between about 0.67 and 0.80. If the empty trap also attracts the electron as a single positive charge, with a rough optical permittivity of 5, the trap current at balance rises to about 1.1 fA even with the classical lattice. The trap then dominates again, and the total $F$ is about 0.55.

Q: What would you claim about a real capacitor?

A: The field in the example is half of a rough breakdown field of 4 MV/cm. The barrier, depth and mass are plausible rough values, but the tunnelling rates depend on them exponentially, so the femtoampere current is not a prediction for a particular device. Real capacitors generally contain many traps, which breaks the single-trap assumption. In the uniform, independent-trap model with elastic rates, this moves $F$ from 0.50 to about 0.76. Electrostatic coupling between traps and conduction through chains of traps are left out, as is image-force lowering of the electrode barriers.

Two other effects are small for these numbers. The first is field-assisted thermal emission. If the empty trap attracts the electron as a single positive charge, with a rough optical permittivity of 5, the field lowers the emission barrier by 0.48 eV, from 1.7 to 1.22 eV. The rate $\nu e^{-1.22\,\mathrm{eV}/(k_BT)}$, with $k_B$ the Boltzmann constant, is then about $7\times10^{-5}\ \mathrm{s^{-1}}$ at $T=358$ K, far below either estimate of $b$. The same attraction would also lower the tunnelling barriers, and that effect on the current is not small: in the elastic example both rates rise more than tenfold, although $F$ at the original position rises only to 0.51. The second is the level width $\hbar(a+b)$, about $4\times10^{-10}$ eV. It is tiny compared with the thermal energy, which supports a description by sequential rates.

Q: So if I measure $F=1/2$, have I found one balanced trap?

A: Not from that number alone. Several identical, independent balanced traps would also give $1/2$, since their currents and noises add in proportion. Conversely, $F$ near one does not exclude a single trap: its two rates may be very unequal, or a parallel current may hide it. Slow changes of $a$ or $b$, caused for example by a neighbouring charge, can add noise that the constant-rate model lacks. A stronger test would resolve individual fillings and emptyings, check that both waits are exponential and independent, and compare their measured rates with \eqref{fano}.

\section*{Numbers as computed}
\begin{verbatim}
Tested general case
a, b = 1.0, 2.5 1/s
F from propagated counts = 0.591837
F from cycle times = 0.591837
F for equal rates per spin = 0.555556
F at a/b = 1: 0.5000
F at a/b = 2: 0.5556
F at a/b = 5: 0.7222
F at a/b = 10: 0.8347
F at a/b = 100: 0.9804
Capacitor inputs, rough values
thickness = 6.0 nm
field = 2.0 MV/cm; voltage = 1.20 V
electrode barrier = 2.0 eV
trap depth = 1.7 eV
tunnelling mass = 0.20 electron masses
attempt rate = 1.0e+13 1/s
temperatures = 300, 358 K
Balanced trap, ideal one-way model
distance from cathode = 2.7863 nm
level from cathode Fermi = -0.2573 eV
level from anode Fermi = 0.9427 eV
WKB exponent, cathode = 17.944
WKB exponent, anode = 17.251
a = 3.2201e+05 1/s; b = 3.2201e+05 1/s
current = 25.796 fA
F = 0.500000
S(0) = 4.1330e-33 A^2/Hz
Poisson noise = 8.2659e-33 A^2/Hz
relaxation time = 1.5527 us
mean count in 1 ms = 161.005
count variance in 1 ms = 80.628
Neglected effects
F with backflow, 300 K = 0.500012
F with backflow, 358 K = 0.500060
F, second electron, U=0.5 eV: 0.50021
F, second electron, U=0.0 eV: 0.55558
lattice relaxation energy = 1.0 eV
relaxed a = 7.044e+02 1/s
relaxed b = 2.170e+03 1/s
relaxed F, same place = 0.6300
relaxed balance position = 2.6509 nm
level there = -0.2302 eV
current there = 0.0803 fA
F there, with backflow = 0.5000
F at 10% higher field = 0.5139
F at displacement -0.3 nm = 0.9401
F at displacement -0.1 nm = 0.6358
F at displacement +0.1 nm = 0.6372
F at displacement +0.3 nm = 0.9438
F, traps from 0.5 to 5.5 nm = 0.7605
capacitor side = 100 nm
direct current = 0.1406 fA
F with direct current = 0.50271
optical permittivity = 5.0
thermal barrier lowering = 0.480 eV
thermal emission at 358 K = 6.69e-05 1/s
level width = 4.24e-10 eV
field / rough breakdown field = 0.50
\end{verbatim}
